# Charges in triiodide from a three-orbital Hückel model: a numerical check

```python
# Result under test: in the Hueckel model of the sigma system of I3^- (three
# axial p orbitals, four electrons) the charges are -1/2, 0, -1/2 (units of e).
# alpha: site energy; beta: neighbour coupling (negative); n: populations;
# charge = 1 - n. h: lowering of the central level in units of |beta|;
# kappa: terminal-terminal coupling in units of |beta|.
# A PBE/LANL2DZ calculation of the free ion supplies energies and a comparison.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, dft


def huckel_matrix(site, beta, terminal_coupling=0.0):
    matrix = np.diag(np.array(site, dtype=float))
    matrix[0, 1] = matrix[1, 0] = beta
    matrix[1, 2] = matrix[2, 1] = beta
    matrix[0, 2] = matrix[2, 0] = terminal_coupling
    return matrix


def occupations(electrons):
    return np.array([min(2, max(0, electrons - 2 * k)) for k in range(3)])


def populations(matrix, electrons=4):
    vectors = np.linalg.eigh(matrix)[1]
    return (vectors**2) @ occupations(electrons)


def total_energy(matrix):
    return 2 * np.linalg.eigvalsh(matrix)[:2].sum()


def centre_formula(detuning):
    return 1 + detuning / np.sqrt(detuning**2 + 8)


# --- Ideal model: energies, orbitals, populations -----------------------
ideal = huckel_matrix([0, 0, 0], -1.0)
levels, orbitals = np.linalg.eigh(ideal)
root2 = np.sqrt(2)
assert np.allclose(levels, [-root2, 0, root2], atol=1e-12)
derived = np.array([[0.5, root2 / 2, 0.5],
                    [1 / root2, 0, -1 / root2],
                    [0.5, -root2 / 2, 0.5]])
for k in range(3):
    assert abs(abs(derived[k] @ orbitals[:, k]) - 1) < 1e-12
ideal_pop = populations(ideal)
ideal_charge = 1 - ideal_pop
assert np.allclose(ideal_charge, [-0.5, 0, -0.5], atol=1e-12)
assert np.allclose(populations(-ideal), ideal_pop, atol=1e-12)
three_pop = populations(ideal, 3)
assert np.allclose(three_pop, [1, 1, 1], atol=1e-12)

# Populations and bond order again, as derivatives of the total energy
step = 1e-4
slopes = []
for atom in range(3):
    change = np.zeros((3, 3))
    change[atom, atom] = step
    slopes.append((total_energy(ideal + change)
                   - total_energy(ideal - change)) / (2 * step))
assert np.allclose(slopes, [1.5, 1.0, 1.5], atol=1e-6)
change = np.zeros((3, 3))
change[0, 1] = change[1, 0] = step
bond_order = (total_energy(ideal + change)
              - total_energy(ideal - change)) / (4 * step)
assert abs(bond_order - 1 / root2) < 1e-6

# Neighbour overlap leaves Mulliken populations unchanged
overlap_model = huckel_matrix([1, 1, 1], 0.2)
vec = eigh(huckel_matrix([-3, -3, -3], -1.6), overlap_model)[1]
density = 2 * vec[:, :2] @ vec[:, :2].T
mulliken = np.diag(density @ overlap_model)
assert np.allclose(mulliken, [1.5, 1.0, 1.5], atol=1e-12)

# Unequal levels and terminal coupling
for h, kappa in [(0.3, 0.0), (-0.5, 0.0), (0.0, 0.1), (0.4, 0.2)]:
    pop = populations(huckel_matrix([0, -h, 0], -1.0, kappa))
    assert abs(pop[1] - centre_formula(h + kappa)) < 1e-12

# --- PBE calculation of the free ion and of the atom --------------------
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bond = 2.9  # angstrom, rough typical length


def run_pbe(atoms, charge, spin):
    mol = gto.M(atom=atoms, charge=charge, spin=spin, basis="lanl2dz",
                ecp="lanl2dz", unit="Angstrom", verbose=0)
    calc = dft.RKS(mol) if spin == 0 else dft.UKS(mol)
    calc.xc = "pbe,pbe"
    calc.grids.level = 2
    calc.max_cycle = 100
    calc.kernel()
    if not calc.converged:
        calc = calc.newton()
        calc.kernel()
    assert calc.converged
    return mol, calc


ion, calc = run_pbe([["I", (0, 0, -bond)], ["I", (0, 0, 0)],
                     ["I", (0, 0, bond)]], -1, 0)
overlap = ion.intor("int1e_ovlp")
s_val, s_vec = np.linalg.eigh(overlap)
weights = ((s_vec * np.sqrt(s_val)) @ s_vec.T @ calc.mo_coeff)**2
labels = ion.ao_labels(fmt=None)
atom_of = np.array([lab[0] for lab in labels])
axial = np.array([lab[2][-1] == "p" and lab[3] == "z" for lab in labels])
ao_pop = weights @ calc.mo_occ
pbe_charge = np.array([ion.atom_charge(a) - ao_pop[atom_of == a].sum()
                       for a in range(3)])
pbe_axial = np.array([ao_pop[(atom_of == a) & axial].sum()
                      for a in range(3)])
assert abs(pbe_charge.sum() + 1) < 1e-6
assert abs(pbe_charge[0] - pbe_charge[2]) < 1e-3
assert pbe_charge[0] < pbe_charge[1] - 0.2
assert pbe_axial[0] > pbe_axial[1] + 0.2

# Parallel axial p orbitals have negative overlap, near and far
outer = [np.where((atom_of == a) & axial)[0][-1] for a in range(3)]
assert overlap[outer[0], outer[1]] < 0
assert overlap[outer[0], outer[2]] < 0

# Sigma orbitals are recognised by their axial p weight
centre_weight = weights[(atom_of == 1) & axial].sum(axis=0)
end_weight = weights[(atom_of != 1) & axial].sum(axis=0)
filled = np.where(calc.mo_occ > 0)[0]
lumo = filled[-1] + 1
bonding = filled[np.argmax(centre_weight[filled])]
nonbonding = filled[np.argmax(end_weight[filled])]
e_bond, e_non, e_anti = (calc.mo_energy[[bonding, nonbonding, lumo]]
                         * hartree_ev)
assert bonding != nonbonding and e_bond < e_non < e_anti
assert centre_weight[nonbonding] < 1e-3
assert centre_weight[lumo] > 0.25 and end_weight[lumo] > 0.25
beta_size = (e_anti - e_bond) / (2 * root2)

# On-site repulsion from the energies of I+, I and I-
atom_energy = {}
for charge, spin in [(1, 2), (0, 1), (-1, 0)]:
    single = run_pbe([["I", (0, 0, 0)]], charge, spin)[1]
    atom_energy[charge] = single.e_tot * hartree_ev
repulsion = atom_energy[1] + atom_energy[-1] - 2 * atom_energy[0]
assert repulsion > 0

# --- Sizes of neglected effects -----------------------------------------
coulomb = const.e / (4 * np.pi * const.epsilon_0 * const.angstrom)


def feedback(smearing):
    j12 = coulomb / np.hypot(bond, smearing)
    j13 = coulomb / np.hypot(2 * bond, smearing)
    interaction = np.array([[repulsion, j12, j13],
                            [j12, repulsion, j12],
                            [j13, j12, repulsion]])
    pop = np.array([1.5, 1.0, 1.5])
    start = interaction @ (pop - 1)
    for _ in range(1000):
        site = interaction @ (pop - 1)
        new = populations(huckel_matrix(site, -beta_size))
        error = abs(new - pop).max()
        pop = pop + 0.2 * (new - pop)
    assert error < 1e-9

    def mismatch(extra):
        end = (1 - extra) / 2
        gap = ((repulsion + j13) * end + j12 * extra
               - repulsion * extra - 2 * j12 * end)
        return centre_formula(gap / beta_size) - 1 - extra

    root = brentq(mismatch, -0.99, 0.99)
    assert abs(root - (pop[1] - 1)) < 1e-7
    formula = repulsion / 2 + j13 / 2 - j12
    assert abs(start[0] - start[1] - formula) < 1e-10
    return j12, j13, start[0] - start[1], 1 - pop


point = feedback(0.0)
smeared = feedback(coulomb / repulsion)

kappa_trial = 0.1
kappa_charge = 1 - populations(huckel_matrix([0, 0, 0], -1.0, kappa_trial))


def uneven_charge(delta):
    return 1 - populations(huckel_matrix([delta / 2, 0, -delta / 2],
                                         -beta_size))


small = 1e-3
numeric_response = (uneven_charge(small)[0] + 0.5) / small
linear_response = 1 / (2 * root2 * beta_size)
assert abs(numeric_response / linear_response - 1) < 1e-4
delta_trial = 0.2
solvent_charge = uneven_charge(delta_trial)
temperature = 298.15
thermal = const.k * temperature / const.e
gap_model = root2 * beta_size


def show(label, values, unit, digits=3):
    text = " ".join(f"{v + 0.0:.{digits}f}"
                    for v in np.round(np.atleast_1d(values), digits))
    print(f"{label}: {text} {unit}")


print("Order of atoms: terminal, centre, terminal")
show("Hueckel levels (E-alpha)/|beta|", levels, "(no unit)", 4)
show("Hueckel populations, 4 electrons", ideal_pop, "electrons")
show("Hueckel charges, 4 electrons", ideal_charge, "e")
show("Hueckel populations, 3 electrons", three_pop, "electrons")
show("Bond order of each link", bond_order, "(no unit)", 4)
show("Mulliken populations, overlap 0.2", mulliken, "electrons")
show("Bond length, input", bond, "angstrom", 1)
show("PBE Loewdin charges", pbe_charge, "e")
show("PBE axial p populations", pbe_axial, "electrons")
show("PBE bonding sigma level", e_bond, "eV")
show("PBE nonbonding sigma level", e_non, "eV")
show("PBE antibonding sigma level", e_anti, "eV")
show("Nonbonding level above bonding", e_non - e_bond, "eV")
show("Antibonding level above nonbonding", e_anti - e_non, "eV")
show("Effective |beta|", beta_size, "eV")
show("Model sigma gap sqrt2 |beta|", gap_model, "eV")
show("On-site repulsion U", repulsion, "eV")
for name, result in [("point", point), ("smeared", smeared)]:
    show(f"J12, {name} charges", result[0], "eV")
    show(f"J13, {name} charges", result[1], "eV")
    show(f"Terminal minus central level, {name}, at start", result[2], "eV")
    show(f"Self-consistent charges, {name}", result[3], "e")
show("Trial kappa", kappa_trial, "(no unit)", 2)
show("Charges with trial kappa", kappa_charge, "e")
show("Trial solvent difference Delta", delta_trial, "eV", 2)
show("Charges with Delta, first site higher", solvent_charge, "e")
show("Linear estimate of charge moved", linear_response * delta_trial, "e")
show("Temperature", temperature, "K", 2)
show("Thermal energy kT", thermal, "eV", 4)
show("Sigma gap over kT", gap_model / thermal, "(no unit)", 1)
print("tests ok")
```

Printed output:

```
Order of atoms: terminal, centre, terminal
Hueckel levels (E-alpha)/|beta|: -1.4142 0.0000 1.4142 (no unit)
Hueckel populations, 4 electrons: 1.500 1.000 1.500 electrons
Hueckel charges, 4 electrons: -0.500 0.000 -0.500 e
Hueckel populations, 3 electrons: 1.000 1.000 1.000 electrons
Bond order of each link: 0.7071 (no unit)
Mulliken populations, overlap 0.2: 1.500 1.000 1.500 electrons
Bond length, input: 2.9 angstrom
PBE Loewdin charges: -0.440 -0.121 -0.440 e
PBE axial p populations: 1.484 1.146 1.484 electrons
PBE bonding sigma level: -5.306 eV
PBE nonbonding sigma level: -2.305 eV
PBE antibonding sigma level: 0.659 eV
Nonbonding level above bonding: 3.002 eV
Antibonding level above nonbonding: 2.964 eV
Effective |beta|: 2.109 eV
Model sigma gap sqrt2 |beta|: 2.983 eV
On-site repulsion U: 7.708 eV
J12, point charges: 4.965 eV
J13, point charges: 2.483 eV
Terminal minus central level, point, at start: 0.130 eV
Self-consistent charges, point: -0.493 -0.015 -0.493 e
J12, smeared charges: 4.174 eV
J13, smeared charges: 2.363 eV
Terminal minus central level, smeared, at start: 0.861 eV
Self-consistent charges, smeared: -0.459 -0.083 -0.459 e
Trial kappa: 0.10 (no unit)
Charges with trial kappa: -0.482 -0.035 -0.482 e
Trial solvent difference Delta: 0.20 eV
Charges with Delta, first site higher: -0.466 -0.001 -0.533 e
Linear estimate of charge moved: 0.034 e
Temperature: 298.15 K
Thermal energy kT: 0.0257 eV
Sigma gap over kT: 116.1 (no unit)
tests ok
```
